# Force constants of chromium hexacarbonyl from its three C–O stretching bands: a numerical check

```python
# Result under test: for six C-O oscillators on an octahedron,
#   k  = (L_A + 2 L_E + 3 L_T)/6,  kc = (L_A - L_E)/6,
#   kt = (L_A + 2 L_E - 3 L_T)/6,  L = mu (2 pi c nu)^2,
# k: stretching constant, kc: cis and kt: trans interaction constant,
# nu: band wavenumber (A1g, Eg, T1u), mu: reduced mass of C-O.
# Checks: 6x6 diagonalization, a 13-atom Cartesian refit, and a quantum
# calculation with six coupled Morse oscillators.
import itertools
import numpy as np
from scipy.constants import c, atomic_mass, pi
from scipy.optimize import fsolve

bands = np.array([2119.0, 2027.0, 2000.0])     # A1g, Eg, T1u in 1/cm
m_C, m_O, m_Cr = np.array([12.0, 15.9949146, 51.9405]) * atomic_mass
mu = m_C * m_O / (m_C + m_O)
axes = np.vstack([np.eye(3), -np.eye(3)])      # unit vectors of the bonds
cosines = np.rint(axes @ axes.T).astype(int)


def to_L(nu):
    return mu * (2 * pi * c * 100 * np.asarray(nu))**2


def to_nu(L):
    return np.sqrt(np.asarray(L) / mu) / (2 * pi * c * 100)


def extract(nu):
    LA, LE, LT = to_L(nu)
    return np.array([(LA + 2*LE + 3*LT) / 6, (LA - LE) / 6,
                     (LA + 2*LE - 3*LT) / 6])


def pattern(own, cis, trans):
    return np.where(cosines == 1, own, np.where(cosines == 0, cis, trans))


L = to_L(bands)
const = extract(bands)
k, kc, kt = const

# Direct diagonalization: wavenumbers, degeneracies, activities
values, vectors = np.linalg.eigh(pattern(*const))
levels = to_nu(values)
assert np.allclose(levels, [2000]*3 + [2027]*2 + [2119], atol=1e-6)
groups = [slice(5, 6), slice(3, 5), slice(0, 3)]
infrared = [np.sum((axes.T @ vectors[:, g])**2) for g in groups]
raman = [np.sum(((axes**2).T @ vectors[:, g])**2) for g in groups]
assert max(infrared[:2]) < 1e-10 and infrared[2] > 1
assert raman[2] < 1e-10 and min(raman[:2]) > 1
assert np.allclose(const, [1663, 26, 48], atol=1.0)

# Shortcut kt = 2 kc, fitted to Eg and T1u, used to predict A1g
kc_short = (L[1] - L[2]) / 2
short_matrix = pattern(L[1], kc_short, 2 * kc_short)
short_levels = to_nu(np.linalg.eigvalsh(short_matrix))
assert np.allclose(short_levels[:5], [2000]*3 + [2027]*2, atol=1e-6)

# Largest change of each constant when every band may move by 1/cm
corners = [extract(bands + np.array(s)) - const
           for s in itertools.product([-1, 1], repeat=3)]
sensitivity = np.max(np.abs(corners), axis=0)

# Cartesian model: atom 0 is Cr, 1-6 are C, 7-12 are O
B = np.zeros((12, 39))                         # rows: 6 C-O, then 6 M-C
for i, u in enumerate(axes):
    carbon, oxygen = 3 * (1 + i), 3 * (7 + i)
    B[i, oxygen:oxygen + 3] = u
    B[i, carbon:carbon + 3] = -u
    B[6 + i, carbon:carbon + 3] = u
    B[6 + i, 0:3] = -u
masses = np.repeat([m_Cr] + [m_C]*6 + [m_O]*6, 3)
B_weighted = B / np.sqrt(masses)


def cartesian_bands(co, F_mc, F_x):
    F = np.block([[pattern(*co), F_x], [F_x.T, F_mc]])
    top = np.linalg.eigvalsh(B_weighted.T @ F @ B_weighted)[-6:]
    nu = np.sqrt(top) / (2 * pi * c * 100)
    return np.array([nu[5], nu[3:5].mean(), nu[:3].mean()])


def refit(F_mc, F_x, start):
    answer, info, flag, message = fsolve(
        lambda p: cartesian_bands(p, F_mc, F_x) - bands, start,
        full_output=True)
    assert np.max(np.abs(info["fvec"])) < 1e-5, message
    return answer


zero = np.zeros((6, 6))
free_fit = refit(zero, zero, [1700.0, 20.0, 30.0])
assert np.allclose(free_fit, const, atol=1e-3)

r = mu / m_C
k_mc, x_own, mc_trans, x_trans = 200.0, 70.0, 40.0, -10.0
cases = [("M-C spring only", (k_mc, 0, 0), (0, 0, 0)),
         ("+ same-ligand coupling", (k_mc, 0, 0), (x_own, 0, 0)),
         ("+ trans M-C couplings", (k_mc, 0, mc_trans),
          (x_own, 0, x_trans))]
coupled = []
for name, mc, x in cases:
    fitted = refit(pattern(*mc), pattern(*x), const)
    first_order = const - r**2 * np.array(mc) + 2 * r * np.array(x)
    # second-order terms in the M-C constants amount to a few N/m
    assert np.allclose(fitted, first_order, atol=6.0)
    assert abs(fitted[2] - first_order[2]) < 4.0
    coupled.append((name, fitted, first_order))

# Anharmonic estimate: add 2x to every band
x_anh = 12.5
const_h = extract(bands + 2 * x_anh)
omega = to_nu(const_h[0])
alpha = np.sqrt(2 * x_anh / omega)
grid = np.arange(-6.0, 9.05, 0.1)
n = np.arange(len(grid))
diff = n[:, None] - n[None, :]
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, pi**2 / 3, 2.0 / safe**2)
kinetic = kinetic * (-1.0)**np.abs(diff) / (2 * 0.1**2)
morse = (1 - np.exp(-alpha * grid))**2 / (2 * alpha**2)
energy, states = np.linalg.eigh(omega * (kinetic + np.diag(morse)))
energy, states = energy[:5], states[:, :5]
Q = states.T @ (grid[:, None] * states)
local_fundamental = energy[1] - energy[0]
assert abs(local_fundamental - (omega - 2 * x_anh)) < 0.01

# Six coupled Morse oscillators, all product states with up to 4 quanta
basis = np.array([s for s in itertools.product(range(5), repeat=6)
                  if sum(s) <= 4])
H = np.diag(energy[basis].sum(axis=1))
same = basis[:, None, :] == basis[None, :, :]
ratio = pattern(*const_h) / const_h[0]
for i, j in itertools.combinations(range(6), 2):
    others = [q for q in range(6) if q not in (i, j)]
    Qi = Q[basis[:, i][:, None], basis[:, i][None, :]]
    Qj = Q[basis[:, j][:, None], basis[:, j][None, :]]
    H = H + omega * ratio[i, j] * Qi * Qj * same[:, :, others].all(axis=2)
E = np.linalg.eigvalsh(H)
one = E[1:7] - E[0]
quantum = np.array([one[5], one[3:5].mean(), one[:3].mean()])
lowering = bands + 2 * x_anh - quantum
# anharmonic cross effects of the coupling are a few 1/cm
assert np.all(np.abs(lowering - 2 * x_anh) < 5.0)
assert np.ptp(one[:3]) < 0.01 and np.ptp(one[3:5]) < 0.01

print(f"Reduced mass of C-O: {mu/atomic_mass:.4f} u = {mu:.5e} kg")
for name, nu, value, ir, ra in zip(["A1g", "Eg", "T1u"], bands, L,
                                   infrared, raman):
    print(f"{name}: band {nu:.0f} 1/cm, L = {value:.2f} N/m, "
          f"IR sum {abs(ir):.2f}, Raman sum {abs(ra):.2f} (no unit)")
print(f"k + kt = {(L[0] + 2*L[1])/3:.2f} N/m, k - kt = {L[2]:.2f} N/m")
for name, value, s in zip(["k", "kc", "kt"], const, sensitivity):
    print(f"{name} = {value:.2f} N/m = {value/100:.4f} mdyn/angstrom; "
          f"change for 1 1/cm in the bands: up to {s:.2f} N/m")
print(f"Wavenumber of one uncoupled bond with k: {to_nu(k):.1f} 1/cm")
print("Levels from 6x6 diagonalization (1/cm):", np.round(levels, 2))
print(f"Ratio kt/kc = {kt/kc:.3f} (no unit)")
print(f"Shortcut kt = 2kc from Eg and T1u: k = {L[1]:.2f}, "
      f"kc = {kc_short:.2f}, kt = {2*kc_short:.2f} N/m")
print(f"Shortcut prediction for A1g: {short_levels[5]:.1f} 1/cm, "
      f"error {short_levels[5]-bands[0]:.1f} 1/cm")
print("Cartesian refit without M-C forces, k, kc, kt (N/m):",
      np.round(free_fit, 2))
print(f"r = mu/mC = {r:.4f} (no unit), r^2 = {r*r:.4f} (no unit)")
print(f"Rough inputs: M-C {k_mc:.0f}, M-C/C-O same ligand {x_own:.0f}, "
      f"trans M-C/M-C {mc_trans:.0f}, trans M-C/C-O {x_trans:.0f} N/m")
for name, fitted, first in coupled:
    print(f"{name}: refit k, kc, kt = {fitted[0]:.1f}, {fitted[1]:.1f}, "
          f"{fitted[2]:.1f} N/m")
    print(f"   first-order formula: {first[0]:.1f}, {first[1]:.1f}, "
          f"{first[2]:.1f} N/m")
print(f"Rough anharmonicity x = {x_anh:.1f} 1/cm, 2x = {2*x_anh:.1f} 1/cm")
print(f"Constants from bands + 2x: k = {const_h[0]:.1f}, "
      f"kc = {const_h[1]:.2f}, kt = {const_h[2]:.2f} N/m")
print(f"Change of k from anharmonicity: {const_h[0]-k:.1f} N/m")
print(f"Local Morse bond: harmonic {omega:.1f} 1/cm, "
      f"fundamental {local_fundamental:.1f} 1/cm")
print("Six Morse bonds, A1g, Eg, T1u (1/cm):", np.round(quantum, 1))
print("Lowering below harmonic values (1/cm):", np.round(lowering, 1))
print("tests ok")
```

It prints:

```
Reduced mass of C-O: 6.8562 u = 1.13850e-26 kg
A1g: band 2119 1/cm, L = 1813.83 N/m, IR sum 0.00, Raman sum 2.00 (no unit)
Eg: band 2027 1/cm, L = 1659.75 N/m, IR sum 0.00, Raman sum 4.00 (no unit)
T1u: band 2000 1/cm, L = 1615.82 N/m, IR sum 6.00, Raman sum 0.00 (no unit)
k + kt = 1711.11 N/m, k - kt = 1615.82 N/m
k = 1663.47 N/m = 16.6347 mdyn/angstrom; change for 1 1/cm in the bands: up to 1.64 N/m
kc = 25.68 N/m = 0.2568 mdyn/angstrom; change for 1 1/cm in the bands: up to 0.56 N/m
kt = 47.64 N/m = 0.4764 mdyn/angstrom; change for 1 1/cm in the bands: up to 1.64 N/m
Wavenumber of one uncoupled bond with k: 2029.3 1/cm
Levels from 6x6 diagonalization (1/cm): [2000. 2000. 2000. 2027. 2027. 2119.]
Ratio kt/kc = 1.855 (no unit)
Shortcut kt = 2kc from Eg and T1u: k = 1659.75, kc = 21.96, kt = 43.92 N/m
Shortcut prediction for A1g: 2105.9 1/cm, error -13.1 1/cm
Cartesian refit without M-C forces, k, kc, kt (N/m): [1663.47   25.68   47.64]
r = mu/mC = 0.5714 (no unit), r^2 = 0.3264 (no unit)
Rough inputs: M-C 200, M-C/C-O same ligand 70, trans M-C/M-C 40, trans M-C/C-O -10 N/m
M-C spring only: refit k, kc, kt = 1595.0, 25.7, 48.9 N/m
   first-order formula: 1598.2, 25.7, 47.6 N/m
+ same-ligand coupling: refit k, kc, kt = 1677.7, 25.7, 47.8 N/m
   first-order formula: 1678.2, 25.7, 47.6 N/m
+ trans M-C couplings: refit k, kc, kt = 1677.7, 25.7, 22.7 N/m
   first-order formula: 1678.2, 25.7, 23.2 N/m
Rough anharmonicity x = 12.5 1/cm, 2x = 25.0 1/cm
Constants from bands + 2x: k = 1704.7, kc = 25.99, kt = 48.22 N/m
Change of k from anharmonicity: 41.2 N/m
Local Morse bond: harmonic 2054.3 1/cm, fundamental 2029.3 1/cm
Six Morse bonds, A1g, Eg, T1u (1/cm): [2121.6 2029.3 2002.2]
Lowering below harmonic values (1/cm): [22.4 22.7 22.8]
tests ok
```
